# Coherent Electron Reflection from Gaussian Roughness and from Layered Crystal Surfaces: test program

```python
"""Coherent scattering from a rough surface.
Result under test: a continuous Gaussian height distribution of rms width w
reduces the coherent specular intensity to exp(-q^2 w^2) of its flat value,
with q = 2 k sin(theta) the vacuum normal momentum transfer.
Also tested: diffuse intensity for lateral correlation exp(-R^2/xi^2), and
the changed law for a crystal whose heights are multiples of a spacing d.
Symbols: g = q^2 w^2, K = lateral momentum transfer, mu = centre of the
height distribution, s = width of the Gaussian that weights the layers.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import erf, expit, factorial
from scipy.stats import gamma as gamma_law

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
C_LIGHT = 1.0 / const.fine_structure      # atomic units
ORDERS = np.arange(1, 61)


def wavenumber_squared(energy_ev):
    """Relativistic k^2 in 1/angstrom^2 for a kinetic energy in eV."""
    e = energy_ev / HARTREE
    return (2 * e + (e / C_LIGHT) ** 2) / BOHR ** 2


def diffuse_density(g, K, xi):
    """Diffuse intensity per unit area at lateral momentum transfer K."""
    terms = g ** ORDERS / factorial(ORDERS) * np.pi * xi ** 2 / ORDERS
    return np.exp(-g) * np.sum(terms * np.exp(-(K * xi) ** 2 / (4 * ORDERS)))


def diffuse_in_window(g, half_x, half_y, xi):
    """Diffuse fraction with |Kx| < half_x and |Ky| < half_y."""
    root = 2 * np.sqrt(ORDERS)
    weights = np.exp(-g) * g ** ORDERS / factorial(ORDERS)
    return np.sum(weights * erf(half_x * xi / root) * erf(half_y * xi / root))


def layer_weights(mu, s, d):
    z = d * np.arange(-60, 61)
    p = np.exp(-(z - mu) ** 2 / (2 * s ** 2))
    return z, p / p.sum()


def layered_amplitude(q, mu, s, d):
    """Direct sum over crystal layers."""
    z, p = layer_weights(mu, s, d)
    return np.sum(p * np.exp(-1j * q * z))


def poisson_sum(q, mu, s, d):
    shifted = q - 2 * np.pi * np.arange(-30, 31) / d
    return np.sum(np.exp(-1j * shifted * mu - (shifted * s) ** 2 / 2))


# Example: rough typical values for electron diffraction on growing Cr(001)
energy = 15000.0          # eV
angle_deg = 0.5           # glancing angle
d = 1.4                   # angstrom, layer spacing
w = 0.7                   # angstrom, rms width
xi = 1000.0               # angstrom, lateral correlation length
acceptance = 0.5e-3       # rad, half-acceptance, also used as beam spread
inner_potential = 15.0    # eV
vibration = 0.1           # angstrom, rms normal displacement

theta = np.radians(angle_deg)
k = np.sqrt(wavenumber_squared(energy))
kz = k * np.sin(theta)
q = 2 * kz
g = (q * w) ** 2
coherent = np.exp(-g)
q_inner = 2 * np.sqrt(kz ** 2 + wavenumber_squared(energy + inner_potential)
                      - wavenumber_squared(energy))

# Test: average phase factor of a Gaussian height, by quadrature
for q_test in (0.4, q, 2.5):
    average = quad(lambda h: np.exp(-h * h / (2 * w * w)) * np.cos(q_test * h)
                   / (w * np.sqrt(2 * np.pi)), -12 * w, 12 * w,
                   epsabs=1e-12, limit=200)[0]
    assert abs(average ** 2 - np.exp(-(q_test * w) ** 2)) < 1e-9

# Test: pair average for two correlated Gaussian heights of unit width
grid = np.linspace(-9, 9, 721)
h1, h2 = np.meshgrid(grid, grid, indexing="ij")
for rho in (-0.3, 0.4, 0.8):
    density = np.exp(-(h1**2 - 2*rho*h1*h2 + h2**2) / (2 * (1 - rho**2)))
    density /= 2 * np.pi * np.sqrt(1 - rho ** 2)
    pair = np.sum(density * np.cos(1.2 * (h1 - h2))) * (grid[1] - grid[0])**2
    assert abs(pair - np.exp(-1.44 * (1 - rho))) < 1e-8

# Test: leading non-Gaussian correction, skewed gamma law of unit width
shape, scale, q_small = 9.0, 1.0 / 3.0, 0.3
parts = [quad(lambda h: gamma_law.pdf(h, shape, scale=scale)
              * f(q_small * h), 0, 30, epsabs=1e-12, limit=200)[0]
         for f in (np.cos, np.sin)]
log_intensity = np.log(parts[0] ** 2 + parts[1] ** 2)
kurtosis = float(gamma_law.stats(shape, scale=scale, moments="k"))
correction = kurtosis * q_small ** 4 / 12
# The next term of the series is of order 3e-6, far below the correction.
assert abs(log_intensity + q_small ** 2 - correction) < 1e-5
assert correction > 1e-4


def slab_reflection(height_angstrom):
    """Reflection amplitude of an absorbing slab whose top is raised."""
    height = height_angstrom / BOHR
    spacing = d / BOHR
    thickness = 6 * spacing
    k_normal = kz * BOHR
    depth = inner_potential / HARTREE

    def equation(z, y):
        x = z - height
        profile = expit(-x / 0.3) * expit((x + thickness) / 0.3)
        v = -depth * profile * (1 + 0.1j
                                + 0.3 * np.cos(2 * np.pi * x / spacing))
        return [y[1], (2 * v - k_normal ** 2) * y[0]]

    left, right = -thickness - 12.0, 14.0
    start = np.exp(-1j * k_normal * left)
    solution = solve_ivp(equation, (left, right),
                         [start, -1j * k_normal * start],
                         method="DOP853", rtol=1e-10, atol=1e-12)
    psi, slope = solution.y[:, -1]
    down = (psi - slope / (1j * k_normal)) * np.exp(1j * k_normal * right)
    up = (psi + slope / (1j * k_normal)) * np.exp(-1j * k_normal * right)
    return up / down


# Test: raising a multiply scattering crystal gives the vacuum phase
reflection_low = slab_reflection(0.0)
phase_ratio = slab_reflection(w) / reflection_low
assert abs(reflection_low) > 0.05
assert abs(phase_ratio - np.exp(-1j * q * w)) < 1e-6
assert abs(phase_ratio - np.exp(-1j * q_inner * w)) > 0.1


def simulate(size, runs, length, g_test, rng):
    """Scattering from random Gaussian surfaces of unit width."""
    x = np.minimum(np.arange(size), size - np.arange(size))
    corr = np.exp(-(x[:, None] ** 2 + x[None, :] ** 2) / length ** 2)
    root = np.sqrt(np.clip(np.fft.fft2(corr).real, 0, None))
    ix, iy = np.arange(-2, 3), np.arange(-7, 8)
    rows = []
    for _ in range(runs):
        noise = rng.standard_normal((size, size))
        h = np.fft.ifft2(root * np.fft.fft2(noise)).real
        amp = np.fft.fft2(np.exp(-1j * np.sqrt(g_test) * h)) / size ** 2
        inten = np.abs(amp) ** 2
        side = (inten[3, 0] + inten[-3, 0] + inten[0, 3] + inten[0, -3]) / 4
        rows.append([amp[0, 0].real, inten[0, 0], side,
                     inten[np.ix_(ix, iy)].sum(),
                     np.mean((np.roll(h, 1, axis=0) - h) ** 2)])
    rows = np.array(rows)
    return rows.mean(axis=0), rows.std(axis=0, ddof=1) / np.sqrt(runs)


# Test: coherent peak, diffuse spectrum, detector window, rms slope
rng = np.random.default_rng(12345)
g_sim, length = 1.3, 6.0
simulated = {}
for size, runs in ((64, 3000), (128, 1200)):
    mean, err = simulate(size, runs, length, g_sim, rng)
    step, area = 2 * np.pi / size, size ** 2
    peak = np.exp(-g_sim) + diffuse_density(g_sim, 0.0, length) / area
    side = diffuse_density(g_sim, 3 * step, length) / area
    window = np.exp(-g_sim) + diffuse_in_window(
        g_sim, 2.5 * step, 7.5 * step, length)
    assert abs(mean[0] - np.exp(-g_sim / 2)) < 5 * err[0]
    assert abs(mean[1] - peak) < 5 * err[1]
    assert abs(mean[2] - side) < 5 * err[2]
    # 0.003 allows for replacing the window integral by a sum of pixels
    assert abs(mean[3] - window) < 5 * err[3] + 0.003
    # 3 percent allows for the finite difference across one pixel
    assert abs(mean[4] / (2 / length ** 2) - 1) < 0.03
    assert err[0] < 0.01 and err[1] < 0.01 and err[2] < 0.05 * side
    simulated[size] = (mean[1], err[1], peak)
# The diffuse excess at the centre is resolved on the small surface
assert simulated[64][0] - np.exp(-g_sim) > 5 * simulated[64][1]

# Test: direct layer sums against the Poisson-summed form
for q_test in (0.5, q, np.pi / d, 3.7):
    for mu in (0.0, 0.3 * d, 0.5 * d):
        for s in (0.3, w, 1.5):
            formula = poisson_sum(q_test, mu, s, d) / poisson_sum(0, mu, s, d)
            assert abs(layered_amplitude(q_test, mu, s, d) - formula) < 1e-9

# Test: two-term growth oscillation at the antiphase condition
q_anti = np.pi / d
for mu in (0.0, 0.2 * d, 0.4 * d, 0.5 * d):
    norm = poisson_sum(0, mu, w, d).real
    two_term = 4 * np.cos(np.pi * mu / d) ** 2 * np.exp(
        -(q_anti * w) ** 2) / norm ** 2
    assert abs(abs(layered_amplitude(q_anti, mu, w, d))**2 - two_term) < 1e-3


def layered_intensity(q_value, mu):
    return abs(layered_amplitude(q_value, mu, w, d)) ** 2


def layered_rms(mu):
    z, p = layer_weights(mu, w, d)
    return np.sqrt(np.sum(p * z ** 2) - np.sum(p * z) ** 2)


leak = diffuse_in_window(g, kz * acceptance, k * acceptance, xi)
apparent_w = np.sqrt(-np.log(coherent + leak)) / q
cycle = np.arange(200) / 200 * d
anti_average = np.mean([layered_intensity(q_anti, m) for m in cycle])
spread = [np.exp(-(2 * k * np.sin(theta + t) * w) ** 2)
          for t in (-acceptance, acceptance)]


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS (rough or round)")
show("electron energy", energy, "eV", 0)
show("glancing angle", angle_deg, "degrees", 1)
show("layer spacing d", d, "angstrom", 1)
show("rms width w = s", w, "angstrom", 1)
show("rms width w", w / 10, "nm", 2)
show("correlation length xi", xi, "angstrom", 0)
show("correlation length xi", xi / 10, "nm", 0)
show("half-acceptance and beam spread", acceptance * 1e3, "mrad", 1)
show("inner potential", inner_potential, "eV", 0)
show("rms vibration", vibration, "angstrom", 1)
print("CONTINUOUS SURFACE")
show("wavenumber k", k, "1/angstrom", 3)
show("normal transfer q", q, "1/angstrom")
show("q w", q * w)
show("g = q^2 w^2", g)
show("mean amplitude factor", np.exp(-g / 2))
show("coherent intensity factor", coherent)
show("total diffuse fraction", 1 - coherent)
print("LAYERED SURFACE, SAME ANGLE")
show("intensity, mu = 0", layered_intensity(q, 0))
show("intensity, mu = d/2", layered_intensity(q, d / 2))
show("true rms height, mu = 0", layered_rms(0), "angstrom", 3)
show("true rms height, mu = d/2", layered_rms(d / 2), "angstrom", 3)
print("ANTIPHASE CONDITION")
show("q = pi/d", q_anti, "1/angstrom")
show("glancing angle", np.degrees(np.arcsin(q_anti / (2 * k))), "degrees", 3)
show("continuous intensity", np.exp(-(q_anti * w) ** 2))
show("layered intensity, mu = 0", layered_intensity(q_anti, 0))
show("layered intensity, mu = d/4", layered_intensity(q_anti, d / 4))
show("layered intensity, mu = d/2", layered_intensity(q_anti, d / 2))
show("layered average over one layer", anti_average)
print("NEGLECTED EFFECTS AT THE FIRST ANGLE")
show("diffuse fraction in detector", leak)
show("width inferred if leak ignored", apparent_w, "angstrom", 3)
show("coherent factor, angle - spread", spread[0])
show("coherent factor, angle + spread", spread[1])
show("vibration factor", np.exp(-(q * vibration) ** 2))
show("rms slope / tan(angle)", np.sqrt(2) * w / xi / np.tan(theta), "", 3)
show("shadow of one layer step", d / np.tan(theta), "angstrom", 0)
show("inner momentum transfer", q_inner, "1/angstrom", 3)
print(f"factor with inner transfer: {np.exp(-(q_inner * w) ** 2):.2e}")
print("SIMULATED SURFACES, g = %.1f" % g_sim)
show("coherent factor exp(-g)", np.exp(-g_sim))
for size, (value, error, predicted) in simulated.items():
    print(f"{size} x {size} pixels, central intensity: "
          f"{value:.4f} +/- {error:.4f}")
    show("  predicted with diffuse part", predicted)
show("slab test, reflectivity", abs(reflection_low) ** 2)
print(f"slab test, phase error: {abs(phase_ratio-np.exp(-1j*q*w)):.1e}")
print("tests ok")
```

Output:

```
INPUTS (rough or round)
electron energy: 15000 eV
glancing angle: 0.5 degrees
layer spacing d: 1.4 angstrom
rms width w = s: 0.7 angstrom
rms width w: 0.07 nm
correlation length xi: 1000 angstrom
correlation length xi: 100 nm
half-acceptance and beam spread: 0.5 mrad
inner potential: 15 eV
rms vibration: 0.1 angstrom
CONTINUOUS SURFACE
wavenumber k: 63.205 1/angstrom
normal transfer q: 1.1031 1/angstrom
q w: 0.7722
g = q^2 w^2: 0.5963
mean amplitude factor: 0.7422
coherent intensity factor: 0.5509
total diffuse fraction: 0.4491
LAYERED SURFACE, SAME ANGLE
intensity, mu = 0: 0.6267
intensity, mu = d/2: 0.4779
true rms height, mu = 0: 0.649 angstrom
true rms height, mu = d/2: 0.749 angstrom
ANTIPHASE CONDITION
q = pi/d: 2.2440 1/angstrom
glancing angle: 1.017 degrees
continuous intensity: 0.0848
layered intensity, mu = 0: 0.3297
layered intensity, mu = d/4: 0.1696
layered intensity, mu = d/2: 0.0000
layered average over one layer: 0.1672
NEGLECTED EFFECTS AT THE FIRST ANGLE
diffuse fraction in detector: 0.0635
width inferred if leak ignored: 0.633 angstrom
coherent factor, angle - spread: 0.5887
coherent factor, angle + spread: 0.5135
vibration factor: 0.9879
rms slope / tan(angle): 0.113
shadow of one layer step: 160 angstrom
inner momentum transfer: 4.175 1/angstrom
factor with inner transfer: 1.96e-04
SIMULATED SURFACES, g = 1.3
coherent factor exp(-g): 0.2725
64 x 64 pixels, central intensity: 0.2867 +/- 0.0011
  predicted with diffuse part: 0.2867
128 x 128 pixels, central intensity: 0.2766 +/- 0.0009
  predicted with diffuse part: 0.2761
slab test, reflectivity: 0.1321
slab test, phase error: 9.6e-12
tests ok
```
